# Exponential attraction between two opposite-sense Ising walls in a quartic ferroelectric: a program that tests the result

```python
"""Attraction of two opposite-sense Ising walls in a quartic ferroelectric.

Result under test, for separation d much larger than the wall width w:
    U(d) = -12 sigma exp(-2 d/w),  dU/dd = (24 sigma/w) exp(-2 d/w)
Free energy per area: integral of (g/2) P'^2 + (b/4) (P0^2 - P^2)^2.
a = b P0^2, w = sqrt(2 g/a), sigma = energy per area of one wall.
U is the energy with the zeros of P held a distance d apart, minus 2 sigma.
gamma is the damping coefficient in gamma dP/dt = g P'' - V'(P).
Scaled quantities: u = P/P0, length in w, energy per area in g P0^2/w,
time in gamma w^2/g. Gaussian units otherwise.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad, solve_bvp, solve_ivp
from scipy.linalg import eigh_tridiagonal
from scipy.special import ellipkm1

# Chosen model parameters
a = 0.05             # dimensionless
P0 = 1.0e5           # statC/cm^2
g = 2.5e-16          # cm^2
gamma = 1.0e-13      # s
b = a / P0**2
w = np.sqrt(2 * g / a)
sigma = 4 * g * P0**2 / (3 * w)
energy_unit = g * P0**2 / w
time_unit = gamma * w**2 / g


def field_energy(profile, slope, half_range):
    """Energy per area by direct quadrature in physical units."""
    x = np.linspace(-half_range, half_range, 40001)
    P, dP = profile(x), slope(x)
    density = 0.5 * g * dP**2 + 0.25 * b * (P0**2 - P**2)**2
    return np.sum(0.5 * (density[1:] + density[:-1])) * (x[1] - x[0])


def sech2(y):
    return 1 / np.cosh(y)**2


# Single wall: energy and equilibrium equation
sigma_quad = field_energy(lambda x: P0 * np.tanh(x / w),
                          lambda x: P0 / w * sech2(x / w), 20 * w)
assert abs(sigma_quad / sigma - 1) < 1e-8
xs, h = np.linspace(-3 * w, 3 * w, 61), 1e-3 * w
wall = lambda x: P0 * np.tanh(x / w)
curvature = (wall(xs + h) - 2 * wall(xs) + wall(xs - h)) / h**2
residual = g * curvature + a * wall(xs) - b * wall(xs)**3
assert np.max(np.abs(residual)) < 1e-5 * a * P0


def pinned_pair(d):
    """Scaled interaction energy and midpoint magnitude from the BVP."""
    s = d / 2
    mesh = np.linspace(0, s, 401)

    def equations(x, y):
        u, v, _ = y
        return np.vstack((v, -2 * u * (1 - u**2),
                          0.5 * v**2 + 0.5 * (1 - u**2)**2))

    def ends(left, right):
        return np.array([left[1], right[0], left[2]])

    guess = np.vstack((-np.tanh(s - mesh), sech2(s - mesh), 0.6 * mesh / s))
    sol = solve_bvp(equations, ends, mesh, guess, tol=1e-9, max_nodes=50000)
    assert sol.success, sol.message
    assert sol.y[0, 0] < -0.1       # reversed domain, not the zero solution
    return 2 * sol.y[2, -1] - 4 / 3, -sol.y[0, 0]


def superposition_energy(d):
    """Scaled interaction energy of the sum of two tanh walls."""
    D = d * w
    profile = lambda x: P0 * (1 - np.tanh((x + D / 2) / w)
                              + np.tanh((x - D / 2) / w))
    slope = lambda x: P0 / w * (-sech2((x + D / 2) / w)
                                + sech2((x - D / 2) / w))
    total = field_energy(profile, slope, D / 2 + 20 * w)
    return (total - 2 * sigma_quad) / energy_unit


separations = [3.0, 4.0, 5.0, 6.0]
rows = []
for d in separations:
    U, mid = pinned_pair(d)
    force = 0.5 * (1 - mid**2)**2
    # Closed separation formula against the boundary-value solution
    kp2 = 2 * (1 - mid**2) / (2 - mid**2)
    d_formula = 2 * ellipkm1(kp2) / np.sqrt(2 - mid**2)
    assert abs(d_formula - d) < 1e-5
    # Force theorem against a finite difference of the energy
    step = 0.02
    slope_U = (pinned_pair(d + step)[0] - pinned_pair(d - step)[0]) / (2 * step)
    assert abs(slope_U / force - 1) < 2e-3
    law_U = -12 * sigma * np.exp(-2 * d) / energy_unit
    law_force = 24 * sigma * np.exp(-2 * d) / energy_unit
    rows.append((d, U, law_U, force, law_force, mid, superposition_energy(d)))

energy_errors = [abs(r[1] / r[2] - 1) for r in rows]
force_errors = [abs(r[3] / r[4] - 1) for r in rows]
assert all(np.diff(energy_errors) < 0) and energy_errors[-1] < 5e-3
assert all(np.diff(force_errors) < 0) and force_errors[-1] < 5e-3
assert abs(rows[-1][6] / rows[-1][2] - 1) < 1e-2
assert abs((1 - rows[-1][5]) / (4 * np.exp(-6.0)) - 1) < 2e-2

# Logarithmic limit of the elliptic integral, from its angular definition
kp = 0.01
K_quad = quad(lambda q: 1 / np.sqrt(np.sin(q)**2 + kp**2 * np.cos(q)**2),
              0, np.pi / 2, points=[0.01, 0.1], limit=200)[0]
assert abs(K_quad - np.log(4 / kp)) < 1e-3

# Smallest separation: stability of P = 0 between the held zeros
d_min = np.pi / np.sqrt(2)


def lowest_stiffness(d, n=400):
    dx = d / (n + 1)
    return eigh_tridiagonal(np.full(n, 2 / dx**2 - 2),
                            np.full(n - 1, -1 / dx**2), eigvals_only=True,
                            select='i', select_range=(0, 0))[0]


assert lowest_stiffness(0.99 * d_min) > 0 > lowest_stiffness(1.01 * d_min)


def relax(d0, t_end, times=None):
    """Damped motion of free walls; half of the symmetric profile."""
    dx = 0.02
    x = np.arange(0, d0 / 2 + 8, dx)
    start = 1 - np.tanh(x + d0 / 2) + np.tanh(x - d0 / 2)

    def rate(t, u):
        lap = np.empty_like(u)
        lap[1:-1] = u[2:] - 2 * u[1:-1] + u[:-2]
        lap[0] = 2 * (u[1] - u[0])
        lap[-1] = 2 * (u[-2] - u[-1])
        return lap / dx**2 + 2 * u * (1 - u**2)

    def vanished(t, u):
        return u[0]

    vanished.terminal = True
    sol = solve_ivp(rate, (0, t_end), start, method='LSODA', t_eval=times,
                    events=vanished, rtol=1e-8, atol=1e-10, lband=1, uband=1)
    assert sol.success
    return x, sol


def separation(x, u):
    i = int(np.argmax(u > 0))
    return 2 * (x[i - 1] - u[i - 1] * (x[i] - x[i - 1]) / (u[i] - u[i - 1]))


times = np.linspace(10, 60, 11)
x, moving = relax(5.0, 60.0, times)
gaps = np.array([separation(x, moving.y[:, j]) for j in range(len(times))])
measured_slope = np.polyfit(times, np.exp(2 * gaps), 1)[0]
assert abs(measured_slope / -96 - 1) < 0.02
assert np.all(np.diff(gaps) < 0)

_, closing = relax(4.0, 60.0)
assert len(closing.t_events[0]) == 1
collapse = closing.t_events[0][0]
collapse_law = np.exp(8.0) / 96
assert abs(collapse / collapse_law - 1) < 0.10

# Output
print(f"a = {a:.3f} (dimensionless)")
print(f"P0 = {P0:.3e} statC/cm^2")
print(f"b = {b:.3e} cm^3/erg")
print(f"g = {g:.3e} cm^2")
print(f"gamma = {gamma:.3e} s")
print(f"wall width w = {w:.4e} cm")
print(f"barrier V(0) = {b * P0**4 / 4:.4e} erg/cm^3")
print(f"wall energy sigma = {sigma:.4f} erg/cm^2")
print(f"wall energy by quadrature = {sigma_quad:.4f} erg/cm^2")
print(f"prefactor 12 sigma = {12 * sigma:.3f} erg/cm^2")
print(f"prefactor 24 sigma/w = {24 * sigma / w:.4e} erg/cm^3")
print(f"smallest d/w with a reversed domain = {d_min:.4f}")
print("Interaction energy U in erg/cm^2: d/w, pinned, law, superposition")
for r in rows:
    print(f"  {r[0]:.0f}  {r[1] * energy_unit:.5e}  "
          f"{r[2] * energy_unit:.5e}  {r[6] * energy_unit:.5e}")
print("Attraction dU/dd in erg/cm^3: d/w, pinned, law, pinned/law")
for r in rows:
    print(f"  {r[0]:.0f}  {r[3] * energy_unit / w:.5e}  "
          f"{r[4] * energy_unit / w:.5e}  {r[3] / r[4]:.5f}")
print("Midpoint deficit 1 - Pm/P0: d/w, pinned, 4 exp(-d/w)")
for r in rows:
    print(f"  {r[0]:.0f}  {1 - r[5]:.5f}  {4 * np.exp(-r[0]):.5f}")
to_SI_area = constants.erg / constants.centi**2
to_SI_volume = constants.erg / constants.centi**3
r5 = rows[2]
print(f"pinned U at d = 5w = {r5[1] * energy_unit * to_SI_area:.4e} J/m^2")
print(f"pinned dU/dd at d = 5w = "
      f"{r5[3] * energy_unit / w * to_SI_volume:.4e} Pa")
print(f"time unit gamma w^2/g = {time_unit:.3e} s")
print(f"free walls: d/w at {times[0]:.0f} time units = {gaps[0]:.5f}")
print(f"free walls: d/w at {times[-1]:.0f} time units = {gaps[-1]:.5f}")
print(f"slope of exp(2d/w) per time unit = {measured_slope:.3f} (law -96)")
print(f"collapse from d = 4w, computed = {collapse * time_unit:.4e} s")
print(f"collapse from d = 4w, law = {collapse_law * time_unit:.4e} s")
print(f"collapse from d = 10w, law = {np.exp(20.0) / 96 * time_unit:.4e} s")
print("verified")
```

Printed output:

```
a = 0.050 (dimensionless)
P0 = 1.000e+05 statC/cm^2
b = 5.000e-12 cm^3/erg
g = 2.500e-16 cm^2
gamma = 1.000e-13 s
wall width w = 1.0000e-07 cm
barrier V(0) = 1.2500e+08 erg/cm^3
wall energy sigma = 33.3333 erg/cm^2
wall energy by quadrature = 33.3333 erg/cm^2
prefactor 12 sigma = 400.000 erg/cm^2
prefactor 24 sigma/w = 8.0000e+09 erg/cm^3
smallest d/w with a reversed domain = 2.2214
Interaction energy U in erg/cm^2: d/w, pinned, law, superposition
  3  -1.04465e+00  -9.91501e-01  -9.59239e-01
  4  -1.35615e-01  -1.34185e-01  -1.33329e-01
  5  -1.81956e-02  -1.81600e-02  -1.81394e-02
  6  -2.45852e-03  -2.45768e-03  -2.45722e-03
Attraction dU/dd in erg/cm^3: d/w, pinned, law, pinned/law
  3  2.17334e+07  1.98300e+07  1.09598
  4  2.73596e+06  2.68370e+06  1.01947
  5  3.64527e+05  3.63199e+05  1.00366
  6  4.91851e+04  4.91537e+04  1.00064
Midpoint deficit 1 - Pm/P0: d/w, pinned, 4 exp(-d/w)
  3  0.23644  0.19915
  4  0.07693  0.07326
  5  0.02738  0.02695
  6  0.00997  0.00992
pinned U at d = 5w = -1.8196e-05 J/m^2
pinned dU/dd at d = 5w = 3.6453e+04 Pa
time unit gamma w^2/g = 4.000e-12 s
free walls: d/w at 10 time units = 4.97779
free walls: d/w at 60 time units = 4.84833
slope of exp(2d/w) per time unit = -96.128 (law -96)
collapse from d = 4w, computed = 1.2607e-10 s
collapse from d = 4w, law = 1.2421e-10 s
collapse from d = 10w, law = 2.0215e-05 s
verified
```
